# Relaxation rates and Laguerre modes of a terrace-width Fokker–Planck equation

**Q.** A stepped surface has many terraces. What does an equation for one width describe, and what does "unit diffusion" mean?

**A.** Let $s>0$ be a terrace width divided by the mean width, and $P(s,t)$ its probability density. The model is

$$\partial_tP=-\partial_sJ,\qquad J=\left(\frac rs-2bs\right)P-\partial_sP,\qquad b>0,\ r>-1 .$$

For $r>0$ the term $r/s$ is the repulsion of the two steps bounding the terrace. The term $-2bs$ replaces all other steps by a fixed average confinement, so this is a mean-field model. Unit diffusion means that $\partial_s^2P$ has coefficient 1. I require $J\to0$ at $s=0$ and at infinity.

In a stationary state $J$ is constant, hence zero. Then $(\ln P)'=r/s-2bs$, and integration gives $P\propto s^re^{-bs^2}$. Putting $x=bs^2$ in the normalization integral,

$$\int_0^\infty s^re^{-bs^2}ds=\tfrac12b^{-(r+1)/2}\,\Gamma\!\left(\tfrac{r+1}2\right),\qquad
p(s)=\frac{2b^{(r+1)/2}}{\Gamma(\frac{r+1}2)}s^re^{-bs^2}.$$

The integral converges at zero because $r>-1$. The same integral with $r+1$ in place of $r$ gives the mean, $b^{-1/2}\Gamma(\frac{r+2}2)/\Gamma(\frac{r+1}2)$. Setting it to 1 fixes $b=[\Gamma(\frac{r+2}2)/\Gamma(\frac{r+1}2)]^2$.

**Q.** The operator acting on $P$ is not symmetric. Why should its rates be real?

**A.** Write $P=pf$. Since $p'=(r/s-2bs)p$,

$$J=p'f-(p'f+pf')=-pf' .$$

Hence $p\,\partial_tf=(pf')'$, or

$$\partial_tf=\mathcal Bf,\qquad \mathcal Bf=\frac{(pf')'}p=f''+\left(\frac rs-2bs\right)f'.$$

For a function $g$ that also has $pg'\to0$ at the ends, two integrations by parts give

$$\int g(pf')'ds=-\int pf'g'\,ds=\int f(pg')'ds ,$$

provided the end terms $gpf'$ and $fpg'$ vanish. So $\mathcal B$ is symmetric with weight $p$. With $g=f$ the middle expression is $-\int pf'^2ds\le0$: the rates are real and not negative.

The outer equality also reads $\frac{d}{dt}\langle g\rangle=\langle\mathcal Bg\rangle$. Thus $\mathcal B$ is the backward operator, which evolves averages as functions of the starting width. If $\mathcal Bf=-\lambda f$, then $pf$ is the forward eigenfunction with the same rate $\lambda$.

**Q.** Where do Laguerre polynomials enter?

**A.** Put $x=bs^2$ and $f(s)=g(x)$. The chain rule gives

$$f'=2bs\,g',\qquad f''=2b\,g'+4b^2s^2g''=2b\,g'+4bx\,g'' .$$

The drift contributes $(r/s-2bs)2bs\,g'=(2br-4bx)g'$. Adding the parts,

$$\mathcal Bf=4b\,[xg''+(\alpha+1-x)g'],\qquad \alpha=\frac{r-1}2 .$$

Set the rate equal to $4b\nu$ and try $g=\sum_kc_kx^k$. The coefficient of $x^k$ in $xg''+(\alpha+1-x)g'+\nu g=0$ is

$$(k+1)(k+\alpha+1)c_{k+1}-(k-\nu)c_k=0 .$$

The series stops at degree $n$ when $\nu=n$. With $(a)_k=a(a+1)\cdots(a+k-1)$ and $c_0=(\alpha+1)_n/n!$, the polynomial is

$$L_n^{(\alpha)}(x)=\sum_{k=0}^n(-1)^k\binom nk\frac{(\alpha+1)_n}{n!\,(\alpha+1)_k}x^k .$$

Its rate is $4bn$. The first two are $L_0=1$ and $L_1=\alpha+1-x$.

**Q.** The drift pulls a large width back at rate $2b$. Why is $2b$ absent?

**A.** Take $r=0$. Then $\mathcal Bs=-2bs$, so $f=s$ does solve the eigenvalue equation with rate $2b$. But its flux at the wall is $-pf'=-p(0)\ne0$, which the boundary condition forbids. The first permitted function is linear in $s^2$, and its rate is twice as large.

For other $r$, the solution rejected at the wall starts as $s^{1-r}$, or as $\ln s$ when $r=1$. In both cases $s^rf'$ tends to a nonzero constant, so it carries flux.

**Q.** You found the series that stop. Why discard those that do not?

**A.** If $\nu$ is not a non-negative integer, all late coefficients have one sign. For any $\epsilon>0$ and large enough $k$, $c_{k+1}/c_k\ge(1-\epsilon)/(k+1)$. Apart from a polynomial, $|g|$ therefore grows at least as fast as $e^{(1-\epsilon)x}$. With $\epsilon<1/2$, the integral $\int pf^2ds$ diverges, because $p$ supplies only $e^{-x}$.

The list of rates $4bn$ therefore needs a condition on the distributions. I admit those with

$$\int_0^\infty\frac{P^2}{p}\,ds=\int_0^\infty pf^2\,ds<\infty .$$

Zero flux and normalization alone do not suffice. At large $s$ try $P\sim s^{-m}e^{-\lambda t}$. Diffusion is smaller than drift by a factor of order $s^{-2}$, so to leading order

$$-\lambda s^{-m}=\partial_s(2bs\,s^{-m})=2b(1-m)s^{-m},\qquad m=1+\frac{\lambda}{2b}.$$

For $0<\lambda<4b$ this tail can be normalized and its flux vanishes at infinity, yet it decays more slowly than the first Laguerre mode. It has $m<3$, hence an infinite mean square width. The condition above excludes such starts.

**Q.** Do the polynomials then describe every admitted distribution?

**A.** Yes. The weight transforms as $p\,ds=x^\alpha e^{-x}dx/\Gamma(\alpha+1)$. Let $h$ have finite weighted square and be orthogonal to every power of $x$. Consider

$$F(\kappa)=\int_0^\infty x^\alpha e^{-x}h(x)e^{i\kappa x}dx .$$

By the Cauchy–Schwarz inequality it is analytic for $|\mathrm{Im}\,\kappa|<1/2$. Its derivatives at $\kappa=0$ are integrals of $h$ against powers of $x$, and all vanish. So $F=0$ throughout the strip, and inversion of the Fourier transform gives $h=0$. The polynomials are complete, leaving no room for a continuous set of rates.

The norms follow from the equivalent form

$$L_n^{(\alpha)}=\frac{x^{-\alpha}e^x}{n!}\frac{d^n}{dx^n}\left(x^{n+\alpha}e^{-x}\right).$$

To check it, let $k$ derivatives act on $e^{-x}$ and $n-k$ on the power. The product rule gives the factor $(-1)^k\binom nk(\alpha+1)_n/(\alpha+1)_k\;x^{\alpha+k}e^{-x}$, which reproduces the sum above.

For $\mu\ge0$, integrate by parts $n$ times. The end terms vanish, and with $\langle\cdot\rangle_p$ the stationary average,

$$\langle x^\mu L_n^{(\alpha)}\rangle_p=\frac{(-\mu)_n}{n!}\frac{\Gamma(\alpha+\mu+1)}{\Gamma(\alpha+1)} .$$

If $\mu$ is an integer below $n$, the factor $(-\mu)_n$ is zero, so different polynomials are orthogonal. For $\mu=n$ the average is $(-1)^n(\alpha+1)_n$. Multiplying by the leading coefficient $(-1)^n/n!$ gives the norm $N_n=(\alpha+1)_n/n!$. Therefore

$$P(s,t)=p(s)\sum_{n=0}^\infty a_ne^{-4bnt}L_n^{(\alpha)}(bs^2),\qquad a_n=\frac1{N_n}\int_0^\infty P(s,0)L_n^{(\alpha)}(bs^2)\,ds .$$

The rates are $4bn$, $n=0,1,2,\ldots$, under the stated conditions.

**Q.** What if two steps meet? Surely the wall at $s=0$ matters.

**A.** That depends on $r$. Let $U'=1/p$, so that $\mathcal BU=0$ and the average of $U$ is constant until the walker leaves an interval. Starting at $s_0$, the probability of reaching $\epsilon$ before $S$ is

$$\frac{U(S)-U(s_0)}{U(S)-U(\epsilon)} .$$

Near zero $U'\propto s^{-r}$. For $r\ge1$, $U(\epsilon)\to-\infty$ and this probability tends to zero: the wall is not reached. For $-1<r<1$ it can be reached, and the wall's rule must be specified.

Suppose it absorbs instead. Then $f$ must vanish there. Write $g=x^{-\alpha}h$, where now $\alpha<0$. Differentiating,

$$g'=x^{-\alpha}\left(h'-\frac{\alpha h}x\right),\qquad g''=x^{-\alpha}\left(h''-\frac{2\alpha h'}x+\frac{\alpha(\alpha+1)h}{x^2}\right).$$

In $xg''+(\alpha+1-x)g'$ the terms in $h/x$ cancel, leaving

$$x^{-\alpha}\,[xh''+(1-\alpha-x)h'+\alpha h].$$

With $h=L_n^{(-\alpha)}$ this is $(\alpha-n)g$. The absorbing rates are $4b(n-\alpha)=4bn+2b(1-r)$. At $r=0.5$ and unit stationary mean, the slowest absorbing rate is 0.547. The reflecting wall has a zero rate for the stationary state and a first nonzero rate of 2.188.

**Q.** If I write the noise with diffusion coefficient ½, do the rates halve?

**A.** No, if the drift is unchanged. For coefficient $D$, take $x=bs^2/D$. Then

$$Df''=2b\,g'+4bx\,g'',\qquad \left(\frac rs-2bs\right)f'=\left(\frac{2br}D-4bx\right)g' .$$

The sum is again $4b[xg''+(\alpha+1-x)g']$, now with $\alpha=(r/D-1)/2$. The rates remain $4bn$, while the argument and index of the polynomials change. For $D=1/2$ the stationary law is $s^{2r}e^{-2bs^2}$. At fixed $r$ and $b$, with $r>-D$ and a zero-flux wall, the diffusion coefficient therefore changes the eigenfunctions but not the rates. With an absorbing wall, possible for $r<D$, the rates $4bn+2b(1-r/D)$ do depend on $D$. It also changes the stationary mean. If $b$ is readjusted to bring the mean back to 1, the rates change with $b$.

**Q.** An initially perfect staircase has one width. Its $P^2/p$ is not integrable, so your expansion seems to fail.

**A.** Expand the observed quantity instead. For the width itself, the average formula with $\mu=1/2$, divided by $N_n$ and combined with the unit-mean value of $b$, gives coefficients $(-1/2)_n/(\alpha+1)_n$. Thus

$$\langle s\rangle_t=\sum_{n=0}^\infty\frac{(-1/2)_n}{(\alpha+1)_n}L_n^{(\alpha)}(bs_0^2)e^{-4bnt}.$$

For $\alpha\ge0$, the explicit polynomial gives

$$|L_n^{(\alpha)}(x)|\le N_n\sum_k\frac{(nx)^k}{(k!)^2}\le N_ne^{2\sqrt{nx}} .$$

This grows more slowly than $e^{4bnt}$, so the series converges for every $t>0$, uniformly over bounded ranges of $s_0$. It therefore holds at each sharp start.

The mean square is simpler. Since $bs^2=\alpha+1-L_1$ and $\alpha+1=(r+1)/2$,

$$\langle s^2\rangle_t=\frac{r+1}{2b}+\left(s_0^2-\frac{r+1}{2b}\right)e^{-4bt}.$$

It has one rate. If $bs_0^2=\alpha+1$, then $L_1(bs_0^2)=0$ and the slowest mode is absent. The next is present, because $L_2(\alpha+1)=-(\alpha+1)/2$. Quantities that contain it then approach equilibrium at rate $8b$.

**Q.** How do you obtain $r$ from properties of steps?

**A.** Let a step run along $y$, with stiffness $\beta$. Over a short length $dy$, a sideways displacement $\Delta$ has weight $\exp[-\beta\Delta^2/(2kT\,dy)]$, a Gaussian of variance $kT\,dy/\beta$. Summing over paths therefore gives the operator $-(kT)^2/(2\beta)\,\partial^2$ plus the interaction energy per length. For the separation $w$ of two steps the variances add, so the prefactor doubles. With repulsion $A/w^2$ per length, the pair function $\psi$ obeys near contact

$$-\frac{(kT)^2}\beta\psi''+\frac A{w^2}\psi=0 .$$

Other terms are less singular. The equilibrium density is $\psi^2$; to match $w^r$, set $\psi\propto w^{r/2}$. Then

$$\frac r2\left(\frac r2-1\right)=\frac{A\beta}{(kT)^2},\qquad r=1+\sqrt{1+\frac{4A\beta}{(kT)^2}},$$

where the positive root is the one that vanishes at contact for a repulsion.

**Q.** Put numbers in. How long does a perfect staircase take to disorder?

**A.** Take $T=1200$ K, mean width $\ell=20$ nm, $\beta=0.30$ eV/nm and $A=0.040$ eV nm. With $kT=0.1034$ eV,

$$\frac{A\beta}{(kT)^2}=\frac{0.040\times0.30}{0.1034^2}=1.122,\qquad r=1+\sqrt{5.489}=3.343 .$$

The unit-mean condition gives $b=1.937$, and $\alpha=1.171$. In physical time $t_{\rm ph}=\ell^2t/D_w$, where $D_w$ is the diffusivity of the width. I choose $D_w=100$ nm²/s, so the time unit is $400/100=4$ s. The slowest nonzero rate is $4b/(4\ {\rm s})=1.94$ s⁻¹, a decay time of **0.516 s**. The next two rates are 3.87 and 5.81 s⁻¹.

An independent test divided $s$ into cells and built the operator from the drift and the unit diffusion coefficient, without using the polynomials. Its first three nonzero dimensionless rates were 7.7485, 15.4970 and 23.2454, against 7.7485, 15.4970 and 23.2455 from $4bn$.

From equal terraces, the standard deviation is 6.50 nm after one decay time and 6.87 nm after two; its final value is 6.96 nm. A start at 21.2 nm removes the slowest mode. The numerical output lists the intermediate values.

**Q.** But the number of steps is fixed. Does your mean stay at 20 nm?

**A.** No, and this is a defect of the one-terrace model. At $s=1$ the initial drift is $r-2b=3.343-3.874=-0.531$, so the mean first falls. Its largest excursion is $-0.33$ nm, near 0.32 s, or 1.7% of the mean width. It returns later because the stationary mean was set to 20 nm.

This also affects the variance. In units of $\ell^2$, the coefficient of $e^{-4bt}$ is $-0.121$ in $\langle s^2\rangle$ and $-0.054$ in $\langle s\rangle$. The variance therefore contains $-0.121+2(0.054)=-0.013$ times that exponential. Most of the slow term cancels, so in absolute terms the variance falls short of its final value by less than $\langle s^2\rangle$ does (0.015 against 0.044 after one decay time). As a fraction of its own, much smaller, final value the variance is still the further away (12.6% against 4.0%).

**Q.** The neighbours are moving steps, not a fixed spring. Could that spoil the exponential law?

**A.** It does at late times in the following model. Give each step diffusion coefficient ½ and the pair drift $(r/2)/(x_i-x_j)$. A gap then has unit diffusion and direct repulsion $r/s$, as before. For small displacements $u_i$ from equal spacing,

$$\dot u_i=-\frac r2\sum_{k\ne0}\frac{u_i-u_{i+k}}{k^2}+\text{noise} .$$

A wave $e^{iqi}$, with the final $i$ in the exponent the step number, decays at

$$\omega(q)=r\sum_{k=1}^\infty\frac{1-\cos qk}{k^2}=\frac r2\left(\pi q-\frac{q^2}2\right),\qquad0\le q\le\pi .$$

The sum follows by integrating $\sum_k\sin(qk)/k=(\pi-q)/2$ from zero. Each mode has variance $(1-e^{-2\omega t})/(2\omega)$, and a gap weights it by $2(1-\cos q)$. The gap variance still missing is thus

$$M(t)=\int_0^\pi\frac{dq}\pi\frac{1-\cos q}{\omega(q)}e^{-2\omega(q)t}.$$

At late times small $q$ dominates: the prefactor becomes $q/(\pi r)$ and the exponent $-\pi rqt$. Integration gives $M\simeq1/(\pi^4r^3t^2)$. Long-wavelength disorder of the train leaves a power law, which a single terrace in a fixed confinement does not show when it starts from one sharp width.

At the same $r$ and diffusivity, with each variance compared with its own final value, the missing parts are:

| time / slowest decay time | one terrace | harmonic train |
|---|---:|---:|
| 1 | 12.6% | 19.5% |
| 2 | 2.5% | 5.1% |
| 5 | 0.08% | 0.56% |

The harmonic column overstates the difference at early times. At $r=2$ the full nonlinear train can be solved exactly. After 1, 2 and 5 decay times it is missing 14.5%, 4.7% and 0.85% of its variance, against 12.7%, 2.9% and 0.10% for one terrace and 22.3%, 6.3% and 0.69% for the harmonic train. Its late tail still falls as $1/t^2$, with a prefactor about 18% above the harmonic one. The single-terrace model is therefore useful for the main rise of the disorder but not for its last few percent, and the harmonic column shows the form of the tail rather than the size of the error. The train calculation has its own limit: its final variance is $0.148\,\ell^2$, against $0.121\,\ell^2$ from $p(s)$, because small-displacement theory is poor for widths this broad.

**Q.** Is the stationary law itself reliable for many steps?

**A.** It is an approximation to the gap law of the full train with the pair drift above. Numerical determinants for that train give variances of 0.1800 at $r=2$ and 0.1041 at $r=4$, in units of the squared mean. The law $p$ gives 0.1781 and 0.1045. These errors, about 1% and 0.4% of the many-step values, bracket the example in $r$, but they do not test its dynamics.

**Q.** Does 0.516 s describe any real surface?

**A.** The energies and temperature are rough, round values in the regime of vicinal Si(111) above its surface reconstruction transition. The diffusivity is a free choice, not an estimate for silicon. It depends on how atoms move and on the length of step that moves together. The time law is itself an assumption: $r$ came from an equilibrium sum over meanders along the step, and the drift $r/s$ is an effective force that reproduces the equilibrium law without fixing the kinetics. Here the variance first grows in proportion to $t$, whereas a meandering step with attachment–detachment kinetics first roughens with variance proportional to $t^{1/2}$. At fixed $r$ and $\ell$, a tenfold smaller $D_w$ makes every time ten times longer, so 0.516 s is a model result and not a prediction for a wafer. A real train breaks the fixed-neighbour assumption, which slows the last part of the approach and replaces the exponential by a power law. The harmonic figure of 5.1% after two decay times, against 2.5% for one terrace, is only a rough estimate of this effect.

Two other omissions are small here. A rough vapour pressure of $10^{-9}$ Torr implies a step advance of about 0.001 nm by sublimation in one decay time at the chosen $D_w$; the advance grows as $1/D_w$, so it need not be small for a much slower surface. Atomic rows 0.33 nm apart are about 5% of the equilibrium standard deviation, so a continuous width is reasonable. A direct heating current can bunch steps on this surface; that drive is absent from the equation, and its size has not been estimated. The rates $4bn$ should not be applied to a bunching train.

## Numbers as computed

```
temperature = 1200 K, kT = 0.1034 eV
mean terrace width = 20.0 nm
step stiffness = 0.30 eV/nm
step repulsion A = 0.040 eV nm
width diffusivity = 100 nm^2/s
time unit = 4.000 s
coupling A*stiffness/(kT)^2 = 1.1222
r = 3.3428, b = 1.9371, alpha = 1.1714 (dimensionless)
n=1: 4bn = 7.7485, grid = 7.7485 (dimensionless)
n=1: physical rate = 1.9371 1/s
n=2: 4bn = 15.4970, grid = 15.4970 (dimensionless)
n=2: physical rate = 3.8743 1/s
n=3: 4bn = 23.2455, grid = 23.2454 (dimensionless)
n=3: physical rate = 5.8114 1/s
slowest decay time = 0.5162 s
r=0.5 reflecting wall: slowest rate = 2.1884 (dimensionless)
r=0.5 absorbing wall: slowest rate = 0.5471 (dimensionless)
start without n=1 mode: width = 21.175 nm
  its grid rate / (4b) = 2.0002
relaxation from equal terraces:
  tau=0.25, time=0.1291 s: mean=19.758 nm, std=4.508 nm
  tau=0.50, time=0.2581 s: mean=19.673 nm, std=5.658 nm
  tau=1.00, time=0.5162 s: mean=19.706 nm, std=6.501 nm
  tau=2.00, time=1.0325 s: mean=19.866 nm, std=6.868 nm
  tau=5.00, time=2.5811 s: mean=19.993 nm, std=6.953 nm
stationary std = 6.955 nm
largest mean excursion = -0.334 nm at 0.317 s
stationary variance/mean^2: one terrace 0.1209, harmonic train 0.1478
variance still missing, percent of final value:
  tau=1: one terrace 12.6401 %, train 19.4677 %
  tau=2: one terrace 2.4837 %, train 5.0985 %
  tau=5: one terrace 0.0751 %, train 0.5575 %
  tau=10: one terrace 0.0005 %, train 0.1234 %
train tail: missing(tau=100)/missing(tau=200) = 4.019
r=2 variance/mean^2: law 0.1781, many-step 0.1800
r=4 variance/mean^2: law 0.1045, many-step 0.1041
rough vapour pressure = 1e-09 Torr
sublimation step advance in slowest decay time = 1.3e-03 nm
atomic row spacing = 0.333 nm, / stationary std = 0.048
```
